Why Film and Beam Need Different Raman Strain Coefficients in Silicon

**Q:** I have a narrow silicon beam, cut along [100] from a layer with a (001) top face and released from the substrate. In backscattering from the top, its Raman line lies 2.0 cm⁻¹ below that of unstrained silicon. For equal biaxial strain in a (001) film I use a coefficient of −825 cm⁻¹ per unit strain, so the beam must be stretched by 0.242 %. Same crystal, same face, same phonon: surely the same coefficient.

**A:** The crystal, the face and the phonon are the same, but the strain is not. Your coefficient multiplies one number, the in-plane strain, while the phonon responds to all the strain components. The coefficient therefore contains an assumption about the components you did not name. In the film, x and y are both stretched and z contracts. In your beam, x is stretched and both y and z contract.

**Q:** The contraction is a side effect. Why should a phonon vibrating along z care what happens along y?

**A:** Because strain along any axis changes the bonds that supply its restoring force. Take x, y, z along the cube axes, with z normal to the top face, and count tensile strain as positive. At long wavelength the optical phonon is a motion of the two sublattices of silicon against each other, and it has three directions of displacement. Without strain all three have the same frequency ω0.

Let the strain have only the components ε_xx, ε_yy and ε_zz. The crystal then keeps its twofold rotations about the cube axes, and these forbid coupling between the x, y and z displacements. For the z displacement, ω² changes in proportion to the strain when the strain is small. Strains along x and y must enter with equal weight, since the unstrained crystal has a symmetry operation that exchanges x and y and leaves the z vibration equivalent. Hence

ω_z² = ω0² + p ε_zz + q (ε_xx + ε_yy).

The constants p and q are phonon deformation potentials. I shall use the pure numbers P = p/ω0² and Q = q/ω0². For the shift Δω = ω_z − ω0, factor the difference of squares:

ω_z² − ω0² = (ω_z − ω0)(ω_z + ω0) ≈ 2ω0 Δω.

The last step replaces ω_z + ω0 by 2ω0, which is good when the shift is much smaller than ω0. Dividing by 2ω0 gives

Δω = (ω0/2)[P ε_zz + Q (ε_xx + ε_yy)].   (1)

This equation serves film and beam alike. P and Q can be reused; a coefficient made from them after choosing a particular strain state cannot be reused for another state.

**Q:** Before we use it, are you sure that I see the z vibration? I have seen this line called the longitudinal mode, and that could mean the vibration along the beam.

**A:** Here it refers to the phonon's wave vector. Light enters along z and returns along z, so the phonon it creates or absorbs has its wave vector along z. The longitudinal mode vibrates along z too, across the thickness of the beam. Silicon is nonpolar, so no electric field splits longitudinal from transverse modes at zero strain.

Symmetry also selects this mode. With light travelling along z, its electric field lies in the xy plane, so what matters is how a vibration changes the polarizability elements α_xx, α_yy and α_xy. Rotate the crystal by half a turn about z. These three elements keep their signs, while a displacement along x or y reverses. A term linear in such a displacement would have to equal its own negative, so it vanishes. The z displacement survives this test.

Now make a half turn about x. The z displacement reverses, α_xx and α_yy do not, and α_xy does. The z mode therefore modulates α_xy alone among the in-plane elements. You see it with incident and detected polarizations crossed along [100] and [010], or parallel along [110], but not with both along [100]. The strains in your film and beam preserve these rotations, so the rule holds in both.

**Q:** Then show me where −825 comes from.

**A:** Start with the film, with ε_xx = ε_yy = ε. Its top face is free, so the normal stress is zero. Hooke's law for a cubic crystal, with stiffnesses C11 and C12, gives

σ_zz = C11 ε_zz + C12 (ε_xx + ε_yy) = C11 ε_zz + 2C12 ε = 0,

ε_zz = −2(C12/C11) ε.

Put this into equation (1):

Δω = (ω0/2)[−2P(C12/C11)ε + 2Qε]
   = ω0 [Q − P C12/C11] ε.

The film coefficient is therefore

b_bi = ω0 [Q − P C12/C11].   (2)

For numbers I take rough typical silicon values: ω0 = 520 cm⁻¹, P = −1.85, Q = −2.30, C11 = 166 GPa and C12 = 64 GPa. Then C12/C11 = 0.3855 and

b_bi = 520 × [−2.30 + 1.85 × 0.3855]
     = 520 × (−1.5868) = −825.1 cm⁻¹ per unit strain.

That is −8.25 cm⁻¹ for 1 % strain. Both P and Q are negative, so stretching along any cube axis softens the z vibration. The film is stretched along two axes, which lowers the frequency. Its contraction along z raises the frequency and cancels part of that.

**Q:** In the beam one in-plane axis is stretched instead of two. So I halve the coefficient and get −413?

**A:** That is the answer to a different mechanical problem. Halving is right for a beam that is pulled along x alone and is so wide, compared with its length between the clamped ends, that its middle cannot contract sideways, so that ε_yy = 0. The free top face then gives C11 ε_zz + C12 ε = 0, so ε_zz = −(C12/C11)ε, and equation (1) becomes

b_wide = (ω0/2)[Q − P C12/C11] = b_bi/2 = −412.6 cm⁻¹ per unit strain.

Holding the width fixed requires a tensile stress σ_yy. A narrow released beam has free side faces, which cannot supply that stress, so it also contracts along y.

**Q:** By how much? I would use the film's contraction ratio for both directions.

**A:** The film's ratio answers the wrong boundary condition. For the narrow beam, set ε_xx = ε and require both transverse stresses to vanish:

σ_yy = C11 ε_yy + C12 (ε + ε_zz) = 0,
σ_zz = C11 ε_zz + C12 (ε + ε_yy) = 0.

Subtracting the second from the first gives

(C11 − C12)(ε_yy − ε_zz) = 0.

A stable cubic crystal has C11 > C12, so ε_yy = ε_zz. Call this common strain ε_t. Either condition then reads

(C11 + C12) ε_t + C12 ε = 0,

ε_t = −νε, with ν = C12/(C11 + C12).

This ν is the Poisson ratio for stress along a cube axis. Here it is 64/230 = 0.2783. The film instead had ε_zz/ε = −0.7711, because two stretched directions both drive its contraction and neither is free to relax.

**Q:** So I insert −νε twice.

**A:** Yes, once with weight P and once with weight Q:

Δω = (ω0/2)[P(−νε) + Q(ε − νε)],

b_uni = (ω0/2)[Q(1 − ν) − Pν].   (3)

The numbers are

b_uni = 260 × [−2.30 × 0.7217 + 1.85 × 0.2783]
      = 260 × [−1.6600 + 0.5148]
      = −297.8 cm⁻¹ per unit strain.

The beam shifts by −2.98 cm⁻¹ for 1 % strain, against −8.25 cm⁻¹ for the film. Your measured shift therefore means

ε = −2.00/(−297.8) = 0.00672 = 0.672 %.

Your 0.242 % is too small by a factor of 2.77.

**Q:** That is a large factor. Does it depend on P and Q? I have seen that values for them can differ.

**A:** The two coefficients do; their ratio does not, within this linear treatment. From the definition of ν,

1 − ν = C11/(C11 + C12),

so that

ν/(1 − ν) = C12/C11.

Take the factor 1 − ν out of equation (3):

b_uni = (ω0/2)(1 − ν)[Q − Pν/(1 − ν)]
      = (ω0/2)(1 − ν)[Q − P C12/C11].

The last bracket is the one in equation (2). Hence

b_uni = [(1 − ν)/2] b_bi.   (4)

For our stiffnesses the factor is 0.7217/2 = 0.3609. The ratio is undefined only if the common bracket vanishes, when neither geometry has a first-order shift.

The two parts of the factor have separate meanings. The ½ comes from stretching one in-plane axis instead of two. The factor 1 − ν comes from letting the width relax: −412.6 × 0.7217 = −297.8. If ν were zero, halving the film coefficient would be right. As ν approaches ½, the factor approaches ¼.

As a second pair of values, take P = −1.40 and Q = −1.90, also roughly plausible for silicon. With the same ω0 and stiffnesses, the coefficients become −707 and −255 cm⁻¹ per unit strain. Their ratio is still 0.361, but your beam's strain becomes 0.784 % instead of 0.672 %. Equation (4) removes the error of geometry and leaves the uncertainty of the deformation potentials.

**Q:** Perhaps strain is the wrong quantity. If I convert to stress, doesn't the difference disappear?

**A:** It changes to a factor of two. Equal biaxial stress is a stress σ along [100] plus the same stress along [010]. The symmetry that exchanges x and y makes the z mode respond equally to each. In the linear regime the two shifts add, so at equal σ the film shifts twice as much as the beam.

The moduli account for the rest of the strain ratio. For the beam,

E100 = σ_xx/ε = C11 − 2νC12 = 166 − 2 × 0.2783 × 64 = 130.4 GPa.

For the film, add the strains produced along x by the two stresses:

ε = σ/E100 − νσ/E100 = (1 − ν)σ/E100.

The biaxial modulus is thus

M = σ/ε = E100/(1 − ν) = 180.7 GPa.

Dividing each strain coefficient by its own modulus gives

film: −825.1/180.7 = −4.57 cm⁻¹/GPa,
beam: −297.8/130.4 = −2.28 cm⁻¹/GPa.

Your beam carries 130.4 × 0.00672 = 0.876 GPa. If you use the film coefficient and then the film modulus, you get 0.438 GPa, half the right value. If you use the film coefficient but the beam modulus, you get 0.316 GPa, which is worse. Correcting the modulus alone removes an error that had partly offset the other one.

**Q:** Suppose the layer started as a film under equal biaxial tension, and I cut the beam from it. After release the line moves most of the way back towards the unstrained position. I would call that a loss of strain.

**A:** It could be a loss of transverse strain with none lost along the beam. Suppose the end supports hold its length fixed. That fixes the mean of ε_xx at 1 %, and if the beam is much longer than it is wide, the strain in its middle stays close to that value. In a short beam the middle is stretched more than the mean, because the clamped ends still hold the width. Before release the shift is −8.25 cm⁻¹. After the sides and bottom are free, it is −2.98 cm⁻¹. The film coefficient would turn the second shift into a strain of 0.36 % and report that 64 % of the strain had gone. In this example the strain along x has not changed; the strain along y has gone from +1 % to −0.28 %.

If the supports yield, ε_xx changes as well. A single z-mode shift cannot separate the two effects, because it supplies one number. The calculation needs mechanical information about the transverse directions.

**Q:** All this rests on a linear formula with two constants. Could an actual lattice behave differently?

**A:** One can test the argument on a lattice whose energy is written without P or Q. Take the diamond structure with Morse bonds and an energy cost for changing the bond angles. Stretch it, let the free directions settle by minimizing the energy, and obtain the optical frequency from the curvature of the energy as the sublattices move apart along z.

Two strengths of the angular force were tried, with the bonds unchanged. The first lattice has ν = 0.2857; its relative coefficients b/ω0 are −1.6000 for the film state and −0.5714 for the beam state. Their ratio is 0.35714, equal to (1 − ν)/2 to the digits shown. The second has ν = 0.3636 and a ratio of 0.31818, again equal to (1 − ν)/2. These lattices are not fitted to silicon, so they do not confirm −298. They do test the relation between the two coefficients, including the contraction along the free directions.

**Q:** My next beam runs along [110] on the same wafer. It is also uniaxial, so now I can reuse −298?

**A:** You can reuse the stress coefficient, but not the strain coefficient. A stress σ along [110] has cube-axis components σ_xx = σ_yy = σ_xy = σ/2. The two normal components are a biaxial stress of size σ/2, which shifts the z mode by half the film's amount. The shear strain ε_xy couples the x and y vibrations to each other but leaves the z vibration alone. The coefficient is again −2.28 cm⁻¹/GPa.

The beam is stiffer in this direction, however. The normal strains are ε_xx = ε_yy = σ/(2M), and the shear strain is ε_xy = σ_xy/(2C44) = σ/(4C44). Along the unit vector (1, 1, 0)/√2 the strain is

ε = (ε_xx + ε_yy)/2 + ε_xy = σ/(2M) + σ/(4C44).

With C44 = 80 GPa,

1/E110 = 1/(2 × 180.7) + 1/(4 × 80) = 0.00589 GPa⁻¹,

so E110 = 169.7 GPa. More stress is needed for the same strain, and the strain coefficient is larger in size, −387.5 cm⁻¹ per unit strain. A shift of −2.0 cm⁻¹ would then mean 0.516 %. Even among uniaxially stressed beams on one wafer, the strain coefficient depends on direction.

**Q:** And what if my objective collects light at steep angles? Could I pick up the vibration along the beam after all?

**A:** Tilted rays have a field component along z, so the selection rule for normal incidence no longer excludes the other modes. For the [100] beam, the mode vibrating along x sees ε along its own axis and −νε along each of the other two. Exchanging the roles of the axes in equation (1) gives

b_x = (ω0/2)[P − 2νQ] = −148.2 cm⁻¹ per unit strain.

At 0.672 % strain it shifts by −1.00 cm⁻¹, half the shift of the z mode. That fraction belongs to the first pair of P and Q; with the second pair it is 0.35. If the two lines are not resolved, an admixture of the x mode pulls the apparent peak towards a smaller shift, and the strain deduced with −298 comes out too small. The mode vibrating along y sees the same strains as the z mode with y and z exchanged, so it shifts by the same amount and pulls nothing. Refraction keeps the pull of the x mode small for light entering through the top face: with a refractive index near 4, rays from an objective of numerical aperture 0.9 are tilted by at most about 13° inside the silicon. In polarizations that allow the z mode, the x mode is then of the order of one per cent of the signal. It can dominate only when the z mode is forbidden, as with both polarizations along [010].

**Q:** Then how far should I trust 0.672 % for a real beam?

**A:** As a value near 0.7 %, provided the beam is narrow, free at its sides and bottom, and uniformly strained through the depth that the light probes, and provided the first pair of P and Q applies. The second pair gave 0.784 %, which is 17 % more, so the deformation potentials are a main source of uncertainty. The stress is nearly 0.9 GPa; whether a particular beam can carry it depends on flaws at its surfaces and edges. Among the conditions of the experiment, the assumption about the sides deserves attention first. If the beam was pulled along x alone and is wide enough to keep ε_yy = 0, the same shift means 0.485 %, which is 28 % below the narrow-beam value. A wide beam cut from a film already under equal biaxial tension can instead keep much of its sideways stretch, and its coefficient then moves towards −825. Narrow and wide are measured against the length between the clamps: a width below roughly a fifth of that length counts as narrow, one above roughly five times as wide, and for a width comparable with the length neither limit applies. Near the clamped ends the width is partly held, so measure well away from them.

Temperature comes next. A released beam loses heat poorly, and the laser can warm it. With a rough slope of −0.02 cm⁻¹/K, a rise of 10 K shifts the line by −0.20 cm⁻¹. Read as strain, that is

−0.20/(−297.8) = 0.067 %,

a tenth of the result. Lower the laser power until the line stops moving. A calibration error of 0.1 cm⁻¹ adds an uncertainty of 0.034 % strain.

I have also assumed light doping. A high density of free carriers can shift and distort the line by itself, and I have not sized that effect, so a heavily doped beam needs an unstrained reference with the same doping.

Of the approximations in the formula, the one for the square root matters little: keeping the root changes the calculated shift by about −0.004 cm⁻¹. Nonlinear response to the strain is less certain. It changes the beam coefficient by 0.8 % at this strain in the first of the two model lattices, but its size depends on the forces between the atoms, and for silicon it could be several per cent.

**Q:** So for each sample I should ask what its side faces are doing before I choose a coefficient.

**A:** Yes, and which way it points. For the film, two equal in-plane strains are imposed and the top is free: use −825. For a narrow [100] beam, the length is stretched while the sides and top are free: use −298. For other cases without shear strains ε_xz or ε_yz, find the three normal strains from the mechanics and put them into equation (1). Those shears mix the z vibration with another one and can split the line, which equation (1) does not describe. The values behind these calculations are collected in the numerical output below.

Calculated quantities

```
Unstrained wavenumber w0: 520.0 cm^-1
Deformation potentials P, Q, R: -1.85, -2.30, -0.70 (no unit)
Stiffnesses C11, C12, C44: 166, 64, 80 GPa
C12/C11: 0.3855 (no unit)
Film normal strain / in-plane strain: -0.7711 (no unit)
Beam Poisson ratio nu: 0.2783 (no unit)
Film coefficient b_bi: -825.1 cm^-1 per unit strain
Beam coefficient b_uni: -297.8 cm^-1 per unit strain
Film shift per 1% strain: -8.25 cm^-1
Beam shift per 1% strain: -2.98 cm^-1
Ratio b_uni/b_bi: 0.3609 (no unit)
Ratio b_bi/b_uni: 2.771 (no unit)
Biaxial modulus M: 180.7 GPa
Young modulus E100: 130.4 GPa
Film stress coefficient: -4.567 cm^-1/GPa
Beam stress coefficient: -2.284 cm^-1/GPa
Observed shift: -2.00 cm^-1
Correct beam strain: 0.672 %
Strain from film coefficient: 0.242 %
Correct beam stress: 0.876 GPa
Stress from film coefficient and M: 0.438 GPa
Stress from film coefficient and E100: 0.316 GPa
Mode vibrating along beam: -148.2 cm^-1 per unit strain
Its shift at the correct strain: -1.00 cm^-1
Wide-beam coefficient: -412.6 cm^-1 per unit strain
Strain if beam is wide: 0.485 %
Young modulus E110: 169.7 GPa
[110] beam coefficient: -387.5 cm^-1 per unit strain
Strain if beam is [110]: 0.516 %
Rough shift from 10 K heating: -0.20 cm^-1
False strain from 10 K heating: 0.067 %
Strain error for 0.1 cm^-1: 0.034 %
Alternative P, Q: -1.40, -1.90 (no unit)
Alternative b_bi: -707.3 cm^-1 per unit strain
Alternative b_uni: -255.3 cm^-1 per unit strain
Strain with alternative pair: 0.784 %
Square-root correction to shift: -0.0039 cm^-1
Lattice-model nonlinear change of b_uni: 0.80 %
Lattice 1: nu 0.2857, b_bi/w0 -1.6000, b_uni/w0 -0.5714 (no unit)
Lattice 1: measured ratio 0.35714, (1-nu)/2 0.35714 (no unit)
Lattice 2: nu 0.3636, b_bi/w0 -1.7143, b_uni/w0 -0.5455 (no unit)
Lattice 2: measured ratio 0.31818, (1-nu)/2 0.31818 (no unit)
```
